\section*{Resistance of a Metal Line with a Parabolically Dished Top}

\section{Problem}

A straight metal line of rectangular cross-section has width $w$, height $h=30$~nm and length $L$. Polishing has hollowed its top surface into a parabolic dish. At both side walls the surface is still at the full height $h$. At mid-width it lies $d=3$~nm lower. The profile is the same all along the line. Current enters and leaves through flat contacts that cover the two end faces.

\begin{enumerate}
\item Estimate by scaling how much the dish raises the resistance.
\item Find the resistance exactly for a fixed, uniform resistivity $\rho$, and show that it is about seven percent above that of an undished line of the same $w$, $h$ and $L$.
\item Account for the difference between the two answers.
\item Decide how far the result can be trusted in a line this thin.
\end{enumerate}

For numbers in ohms, take $w=100$~nm, $L=1000$~nm and $\rho=10~\mu\Omega\,$cm. The resistivity is a rough value for a thin molybdenum line.

\section{First estimate by scaling}

The resistance of a uniform line varies as the inverse of its cross-sectional area, so at fixed width it varies as $1/h$. A small loss of height $\delta h$ therefore raises it by the fraction
\begin{equation}
\frac{\delta R}{R}\approx\frac{\delta h}{h}.
\end{equation}
The height lost is of the order of the dish depth. Setting $\delta h\sim d$ gives
\begin{equation}
\frac{\delta R}{R}\sim\frac{d}{h}=\frac{3}{30}=10\,\%.
\label{eq:scaling}
\end{equation}
This fixes the size of the effect and the ratio that controls it. It cannot supply the numerical factor that depends on the shape of the dish, and it treats the loss as infinitesimal.

\section{Exact solution}

\subsection{The current is uniform}

Before $R=\rho L/A$ is used for a cross-section with a curved edge, it has to be shown that the current does not crowd into the thicker parts. Let $z$ run along the line, $x$ across it from mid-width, and $y$ upward from the flat bottom. In the steady state no charge accumulates, so $\nabla\cdot\mathbf J=0$. Ohm's law is $\mathbf J=-\nabla\phi/\rho$, and since $\rho$ is uniform,
\begin{equation}
\nabla^2\phi=0 .
\end{equation}
The contacts impose $\phi=V$ at $z=0$ and $\phi=0$ at $z=L$. No current leaves through the bottom, the side walls or the top, so $\mathbf n\cdot\nabla\phi=0$ there, where $\mathbf n$ is the surface normal. Try
\begin{equation}
\phi=V\left(1-\frac{z}{L}\right).
\label{eq:linear}
\end{equation}
Its second derivatives vanish and it has the right values at the contacts. Its gradient points along $z$. Because the profile does not change along the line, the normal of every side surface, the curved top included, has no $z$ component, and $\mathbf n\cdot\nabla\phi=0$ holds as well.

There is no other solution. Let $u$ be the difference of two solutions. Then $\nabla^2u=0$, and the divergence theorem applied to $u\nabla u$ gives
\begin{equation}
\int|\nabla u|^2\,dV=\oint u\,\mathbf n\cdot\nabla u\,dS=0 .
\end{equation}
The surface integral vanishes because $u=0$ on the contacts and $\mathbf n\cdot\nabla u=0$ elsewhere. Hence $\nabla u=0$ everywhere, $u$ is constant, and its value at the contacts makes it zero.

The current density is therefore $J=V/(\rho L)$ at every point. The total current is $I=JA=VA/(\rho L)$, and
\begin{equation}
R=\frac{V}{I}=\frac{\rho L}{A}.
\label{eq:ohm}
\end{equation}
Only the area of the cross-section matters, not its outline.

\subsection{The area}

Write the top surface as $y(x)=a_0+a_1x+a_2x^2$. At mid-width $y(0)=h-d$, so $a_0=h-d$. The heights at the two side walls are equal:
\begin{equation}
a_0+\frac{a_1w}{2}+\frac{a_2w^2}{4}=a_0-\frac{a_1w}{2}+\frac{a_2w^2}{4},
\end{equation}
which requires $a_1=0$. Their common value is $h$, so $h-d+a_2w^2/4=h$ and $a_2=4d/w^2$. The profile is
\begin{equation}
y(x)=h-d+\frac{4d}{w^2}x^2=h-d\left[1-\left(\frac{2x}{w}\right)^2\right].
\end{equation}
The area below it is
\begin{align}
A&=\int_{-w/2}^{w/2}\left(h-d+\frac{4d}{w^2}x^2\right)dx\\
&=(h-d)w+\frac{4d}{w^2}\,\frac{2}{3}\left(\frac{w}{2}\right)^3\\
&=(h-d)w+\frac{dw}{3}=w\left(h-\frac{2d}{3}\right).
\label{eq:area}
\end{align}
The dish removes a mean depth $2d/3$. This exceeds $d/2$ because a parabola is flat near its lowest point, so more of the width lies near the full depth than near zero.

\subsection{The resistance ratio}

The undished line has area $wh$. Using Eq.~(\ref{eq:ohm}) for both lines, with $\rho$, $L$ and $w$ held fixed,
\begin{equation}
\frac{R_{\rm dished}}{R_{\rm flat}}=\frac{wh}{w(h-2d/3)}=\frac{1}{1-2d/(3h)} .
\label{eq:ratio}
\end{equation}
The width has cancelled. With $2d/3=2$~nm,
\begin{equation}
\frac{R_{\rm dished}}{R_{\rm flat}}=\frac{30}{30-2}=\frac{30}{28}=1.0714,
\end{equation}
a rise of $7.1\,\%$, as was to be shown.

For the line in the example the areas are $100\times30=3000$~nm$^2$ and $100\times28=2800$~nm$^2$. With $\rho=10~\mu\Omega\,\mathrm{cm}=10^{-7}~\Omega\,$m and $L=10^{-6}$~m,
\begin{align}
R_{\rm flat}&=\frac{10^{-7}\times10^{-6}}{3.0\times10^{-15}}~\Omega=33.3~\Omega,\\
R_{\rm dished}&=\frac{10^{-7}\times10^{-6}}{2.8\times10^{-15}}~\Omega=35.7~\Omega .
\end{align}

A numerical solution that does not assume uniform current gives the same ratio. A piece 50~nm long was divided into a resistor network, with $40\times60\times5$ cells for the flat line, and the potentials were solved for both shapes. They followed Eq.~(\ref{eq:linear}) to better than $10^{-9}$ of the applied voltage, and the ratio came out as 1.07143. The network replaces the curved top by steps of 0.5~nm, so an agreement within 0.004 was all that was demanded. The closer agreement found means that the rounding errors of the steps cancelled on this grid.

\section{Comparison of the two answers}

The scaling estimate was 10\,\% and the exact rise is 7.1\,\%. Two corrections of opposite sign separate them. Let $q=2d/(3h)$ be the fraction of the area removed. The exact fractional rise is
\begin{equation}
\frac{1}{1-q}-1=\frac{q}{1-q}=q+q^2+q^3+\cdots .
\end{equation}
The shape of the dish replaces $d/h$ by $q=\tfrac23 d/h$, which lowers 10\,\% to 6.67\,\%. The higher terms, present because resistance goes as the inverse of the area, raise this to 7.14\,\%.

The value 6.67\,\% also has an exact meaning. The conductance is proportional to the area, so it falls by the fraction $q$. At fixed voltage the current therefore drops by 6.67\,\% while the current density stays the same. At fixed current the voltage, the dissipated power and the current density all rise by 7.14\,\%.

\subsection{Other dish shapes}

Nothing in Eq.~(\ref{eq:ohm}) requires a parabola. For any profile that is uniform along the line and removes a mean depth $\bar\delta$,
\begin{equation}
\frac{R_{\rm dished}}{R_{\rm flat}}=\frac{h}{h-\bar\delta}.
\label{eq:general}
\end{equation}
Three other shapes with the same greatest depth of 3~nm show what the profile contributes.
\begin{itemize}
\item If the full depth is removed across the whole width, $\bar\delta=d$ and the rise is $30/27-1=11.1\,\%$.
\item A half-cosine dish, $\delta=d\cos(\pi x/w)$, has $\bar\delta=2d/\pi$ and gives 6.8\,\%.
\item A V-shaped groove has $\bar\delta=d/2$ and gives $30/28.5-1=5.3\,\%$.
\end{itemize}
The half-cosine differs from the parabola by about a third of a percentage point. For these two smooth dishes the exact form of the curve matters little, while the difference between central depth and mean depth matters a good deal.

\subsection{Deep dishes and lowered edges}

As $d\to0$ the ratio in Eq.~(\ref{eq:ratio}) tends to 1. At the other end, $d=h$, the dish just touches the bottom of the line at mid-width. The ratio is then $1/(1-2/3)=3$. It stays finite because the two thick edges still carry current. For $d>h$ the parabola passes below the bottom, the integral in Eq.~(\ref{eq:area}) counts negative heights, and the formula fails.

Polishing can also lower the edges. If the side walls end at height $h-e$ and $d$ is still measured from the edges, the mean depth removed is $\bar\delta=e+2d/3$, and Eq.~(\ref{eq:general}) gives
\begin{equation}
\frac{R_{\rm dished}}{R_{\rm flat}}=\frac{h}{h-e-2d/3}.
\end{equation}
If the resistivity is known and the same for both shapes, a resistance measurement thus yields the sum $e+2d/3$ and cannot separate its two parts.

\section{How far the result can be trusted}

\subsection{Surface scattering}

The assumption most open to doubt is the fixed resistivity. The bulk mean free path in molybdenum is roughly $\lambda=11$~nm, which is not small compared with 30~nm. With this free path, about one free flight in five in the flat line ends at a wall instead of inside the metal, and the dish changes the distances electrons travel between walls.

The effect can be sized for electrons with a spherical Fermi surface and walls that scatter them diffusely, so that an electron leaving a wall has no memory of its drift. Consider electrons at a given point moving at angle $\theta$ to the line axis. Let $s$ be the distance back along their path to the nearest wall. An electron has travelled freely over at least the last distance $\ell<s$ with probability $e^{-\ell/\lambda}$, so the mean free distance behind it is
\begin{equation}
\int_0^s e^{-\ell/\lambda}\,d\ell=\lambda\left(1-e^{-s/\lambda}\right).
\end{equation}
The energy gained from the field over this distance is proportional to $\cos\theta$, and the contribution to the current along the line brings a second factor $\cos\theta$. In the bulk $s\to\infty$, and the average of $\cos^2\theta$ over all directions is $1/3$. The conductivity relative to the bulk is therefore
\begin{equation}
\frac{\sigma}{\sigma_{\rm bulk}}=\left\langle3\cos^2\theta\left(1-e^{-s/\lambda}\right)\right\rangle ,
\label{eq:paths}
\end{equation}
averaged over all directions and all points of the cross-section.

A wide flat film provides a test. Let $\mu$ be the cosine of the angle between the path and the film normal, and $\kappa=h/\lambda$. A point at distance $y$ from the wall behind the electron has $s=y/\mu$, and averaging over $y$ gives
\begin{equation}
\frac1h\int_0^h\left(1-e^{-y/(\mu\lambda)}\right)dy=1-\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right).
\end{equation}
At fixed $\mu$ the azimuthal average of $\cos^2\theta$ is $(1-\mu^2)/2$. Hence
\begin{equation}
\frac{\sigma}{\sigma_{\rm bulk}}=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu ,
\end{equation}
which is the Fuchs--Sondheimer result for diffuse surfaces. For a 30~nm film it gives 0.8643, and direct evaluation of Eq.~(\ref{eq:paths}) gives the same four digits.

Applied to the two cross-sections of the example, Eq.~(\ref{eq:paths}) makes the resistivity of the dished line 1.3\,\% higher than that of the flat line. This multiplies the geometric ratio:
\begin{equation}
1.0714\times1.013=1.085 .
\end{equation}
The total rise is then about 8.5\,\% instead of 7.1\,\%. If a measured rise of 8.5\,\% were read as pure geometry, Eq.~(\ref{eq:ratio}) solved for the depth would give
\begin{equation}
d=\frac{3h}{2}\left(1-\frac{R_{\rm flat}}{R_{\rm dished}}\right)=45~\mathrm{nm}\times\left(1-\frac{1}{1.085}\right)\approx3.5~\mathrm{nm},
\end{equation}
half a nanometre too much.

The correction depends on the walls. If they reflect like mirrors, an electron keeps its velocity component along the line, because every wall is parallel to the line axis. In this model the walls then cause no extra resistance, and the rise returns to 7.1\,\%.

\subsection{Temperature}

If both lines are heated equally and still share one resistivity, that resistivity cancels and the geometric ratio does not change. The surface correction does change, because the mean free path shortens. Take a rough temperature coefficient of 0.004~K$^{-1}$ for the bulk resistivity and a line 80~K above room temperature. The bulk scattering rate grows by the factor $1+0.004\times80=1.32$, and $\lambda$ falls to $11/1.32=8.3$~nm. The surface correction falls to 1.0\,\% and the total rise to 8.2\,\%. The direction agrees with Eq.~(\ref{eq:paths}): as $\lambda\to0$ the exponential vanishes at every interior point, both lines reach the bulk conductivity, and the correction disappears.

At a moderate current, self-heating is much smaller. A current density of 1~MA/cm$^2$ in the flat line corresponds to 30~$\mu$A. The same current in the dished line releases
\begin{equation}
\frac{I^2R}{L}=\frac{(3.0\times10^{-5})^2\times35.7}{10^{-6}}~\frac{\rm W}{\rm m}=0.032~\frac{\rm W}{\rm m}.
\end{equation}
Let this heat flow straight down through 100~nm of oxide, of rough conductivity 1.4~W/(m\,K), to a base at fixed temperature. The line warms by
\begin{equation}
\Delta T=\frac{0.032\times10^{-7}}{1.4\times10^{-7}}~\mathrm K=0.023~\mathrm K,
\end{equation}
where the numerator contains the oxide thickness and the denominator the line width. With the bulk temperature coefficient the resistance would change by about 0.009\,\%. The resistivity of this line is about twice the bulk value. If the added part does not vary with temperature, the coefficient of the line is about half the bulk one and the change is about 0.005\,\%. In this estimate $\Delta T$ grows in proportion to the oxide thickness and to the square of the current: at 10~MA/cm$^2$ it would be 2.3~K and the resistance change 0.5 to 0.9\,\%. At the same current the flat line warms only about 7\,\% less, so the ratio of the two resistances changes far less than either resistance. It is an upper estimate for this oxide layer, because heat also spreads sideways in oxide as thick as the line is wide, and that lowers the warming.

\subsection{A depth that varies along the line}

Suppose the central depth varies sinusoidally along $z$ with amplitude $a$ about its mean $d$. If the variation is slow compared with the width and height, each short slice behaves as a uniform line and the slices add in series. With $\epsilon=(2a/3)/(h-2d/3)$, the resistance relative to that at constant depth is the average over whole periods
\begin{equation}
\left\langle\frac{1}{1-\epsilon\sin\varphi}\right\rangle=1+\epsilon\langle\sin\varphi\rangle+\epsilon^2\langle\sin^2\varphi\rangle+\cdots\approx1+\frac{\epsilon^2}{2}.
\end{equation}
The linear term averages to zero. For $a=1$~nm, $\epsilon=0.667/28=0.024$ and the extra resistance is 0.028\,\%. The mean depth is what counts here.

\subsection{The real line}

The example lies in the regime of a thin molybdenum interconnect, with material values that are rough. A width of 100~nm at a height of 30~nm describes a wide, flat line. The resistivity of 10~$\mu\Omega\,$cm is about twice the bulk value, as is reasonable for a thin film with small grains. Scattering at grain boundaries is contained in that number and was held fixed in the geometric comparison. The surface estimate used the bulk mean free path and so left grain boundaries out. If they shorten the free path, the surface correction is smaller than 1.3\,\%, just as it was in the heated line. Diffuse walls alone would raise a bulk value of about 5.3~$\mu\Omega\,$cm only to about 6.4~$\mu\Omega\,$cm. If the rest of the 10~$\mu\Omega\,$cm is treated as a shorter isotropic free path, that path is about 6.5~nm, the surface correction is about 0.8\,\% and the total rise about 8.0\,\%. Molybdenum's Fermi surface is not a sphere, so the surface correction is an estimate of size.

Two features of real lines change the geometry. If a liner that carries negligible current covers the bottom with thickness $t$, the conducting metal has height $h-t$. For a dish spanning the width of that metal, $h$ in Eq.~(\ref{eq:ratio}) must be replaced by $h-t$, and the percentage rises. If the side walls taper so that the top width $w_t$ exceeds the mean width $w_m$, a shallow dish removes about $2dw_t/3$ from an area $w_mh$, and the fraction lost grows by the factor $w_t/w_m$. Among the corrections given numbers in this section, diffuse surface scattering is the largest: with the bulk mean free path it moves the rise from 7.1\,\% to about 8.5\,\%, and with the shorter path matched to the line resistivity to about 8.0\,\%. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Height at side walls: 30.0 nm
Dish depth at mid-width: 3.0 nm
Line width: 100.0 nm
Line length: 1000.0 nm
Line resistivity (rough): 10.0 uohm cm
Mean dish depth: 2.000 nm
Mean height after dishing: 28.000 nm
Flat cross-section: 3000.0 nm^2
Dished cross-section: 2800.0 nm^2
Flat resistance: 33.33 ohm
Dished resistance: 35.71 ohm
Resistance ratio, formula: 1.07143 (no unit)
Resistance ratio, 3D network: 1.07143 (no unit)
Resistance rise: 7.14 %
First-order rise: 6.67 %
Rise if full depth removed everywhere: 11.11 %
Rise for V-shaped groove: 5.26 %
Rise for half-cosine dish: 6.80 %
Bulk mean free path (rough): 11.0 nm
Film conductivity/bulk, path average: 0.8643 (no unit)
Film conductivity/bulk, film integral: 0.8643 (no unit)
Resistivity rise from diffuse walls: 1.30 %
Total rise with diffuse walls: 8.53 %
Temperature coefficient (rough): 0.004 1/K
Hot case above room temperature: 80 K
Mean free path when hot: 8.33 nm
Resistivity rise from walls when hot: 1.00 %
Total rise when hot: 8.22 %
Depth variation amplitude along line: 1.0 nm
Extra resistance from that variation: 0.028 %
Current density in flat line: 1.0 MA/cm^2
Current: 30.0 uA
Oxide thickness below line: 100 nm
Oxide heat conductivity (rough): 1.4 W/(m K)
Self-heating of dished line: 0.0230 K
Resistance change by heating: 0.0092 %
\end{verbatim}
